# Epitaxial regrowth against residual crystallites: how thick is the epitaxial layer?

## Problem

Ion implantation has turned the top of a crystal into an amorphous layer, which fills the region \(z>0\) above a flat interface with undamaged crystal. The amorphization was incomplete. Small crystallites remain in the layer, with density \(N\) per unit volume, and we assume that all of them are misoriented with respect to the undamaged crystal. During an anneal the undamaged crystal grows upward as an epitaxial front, and each crystallite grows outward as a misoriented grain. Where two crystals meet, growth stops.

Assume the following.

- The crystallites are points, placed independently and uniformly in \(z>0\).
- The front and all crystallite surfaces advance into amorphous material at the same isotropic speed \(v(T)\), starting together.
- No crystallite dissolves and no new one nucleates.
- The layer is much thicker than \(N^{-1/3}\), and the anneal lasts until the competition is over.

Find the epitaxial thickness \(\langle h\rangle\), averaged over the area of the wafer, and decide how it depends on the anneal temperature. Evaluate it for \(N=10^{15}\ \mathrm{cm^{-3}}\).

## A tempting solution

Stand at a point O of the original interface and look for the nearest crystallite, at distance \(R\). Crystallites exist only above the interface, so the region that must be empty is a hemisphere:

\[
P(R>x)=\exp\!\left(-\tfrac{2\pi}{3}Nx^3\right).
\]

The mean of this distribution is

\[
\langle R\rangle=\Gamma(4/3)\left(\frac{3}{2\pi N}\right)^{1/3}=0.698\,N^{-1/3}.
\]

The front and the crystallite move at equal speed, so they meet halfway, and

\[
\langle h\rangle \overset{?}{=}\tfrac12\langle R\rangle=0.349\,N^{-1/3}.
\]

The speed has cancelled, so the result does not depend on temperature. For \(N=10^{15}\ \mathrm{cm^{-3}}\) it gives 34.9 nm.

The dimensions are right, and so is the absence of temperature. Neither can reveal that the coefficient is wrong.

## Where it fails

The fault is the word "halfway". It holds for a crystallite directly above O, but most crystallites lie to the side.

Put a crystallite at height \(h_i\) and lateral distance \(\rho_i\) from the vertical line through O. When the front has reached height \(z\), the crystallite has radius \(z\), because the speeds are equal. It touches the tip of the epitaxial column above O when

\[
\rho_i^2+(h_i-z)^2=z^2 .
\]

The terms \(z^2\) cancel, which leaves

\[
z_i=\frac{\rho_i^2+h_i^2}{2h_i}=\frac{R_i^2}{2h_i}=\frac{R_i}{2\cos\theta_i},
\]

where \(R_i\) is the distance from O and \(\theta_i\) is the angle from the vertical. Only at \(\theta_i=0\) is this \(R_i/2\). At \(60^\circ\) the column has grown to the full height \(R_i\) before contact. The crystallite nearest to O may also not be the one that stops the column, since a more distant one overhead can arrive first.

Because \(z_i\ge R_i/2\) for every crystallite, the tempting solution underestimates the height of every column. It demands an empty hemisphere of radius \(2z\), with volume \(16\pi z^3/3\), before it lets the column reach \(z\). The region that really has to be empty is smaller.

## Solution

**Distance in place of time.** Define the distance grown since the start of the anneal,

\[
s(t)=\int_0^t v\big(T(t')\big)\,dt' .
\]

At time \(t\) an unobstructed front is at \(z=s\), and an unobstructed crystallite has radius \(s\). The sequence of contacts depends on \(s\) alone. Temperature sets how fast \(s\) increases, for a constant temperature and for a ramp alike.

**No path is blocked.** A crystallite can stop the column only if it really reaches it, so we must exclude that another crystal gets in its way. Take a point x in the layer. Call the interface plane and the crystallites "sources", and let source \(k\) be the nearest to x, at distance \(D\). Consider a point y on the straight line from x to source \(k\), a distance \(\delta\) from x. Its distance to source \(k\) is \(D-\delta\). By the triangle inequality, a step of length \(\delta\) shortens the distance to any other source by at most \(\delta\), so

\[
\text{distance from y to any other source}\;>\;D-\delta .
\]

Source \(k\) is therefore also the nearest to y, and this holds along the whole line. No other crystal can occupy any part of the line before \(k\) arrives, since none can travel faster than straight growth. Each point thus belongs to its nearest source. If that source is the interface, the line is vertical, and all material below x is epitaxial too. The epitaxial region consists of complete columns, and a column height \(h\) is well defined.

**The region that must be empty.** A point at height \(z\) is at distance \(z\) from the interface. It is epitaxial if no crystallite lies within distance \(z\) of it, that is, if a ball of radius \(z\) centred on it is empty. This ball touches the plane \(z=0\) from above and lies wholly inside the layer, so nothing has to be cut off. Its volume is \(4\pi z^3/3\), one quarter of that used in the tempting solution.

If \(M\) crystallites are scattered independently over a volume \(\Omega\), a region \(V\) is empty with probability \((1-V/\Omega)^M\). This tends to \(e^{-NV}\) for large \(\Omega\) at fixed \(N=M/\Omega\). Hence

\[
P(h>z)=\exp\!\left(-bz^3\right),\qquad b=\frac{4\pi N}{3}.
\]

**The mean.** Write the height of a column as \(h=\int_0^\infty \Theta(h-z)\,dz\), where \(\Theta\) is the unit step function. Averaging gives \(\langle h\rangle=\int_0^\infty P(h>z)\,dz\). With \(u=bz^3\) we have \(z=(u/b)^{1/3}\) and \(dz=\tfrac13 b^{-1/3}u^{-2/3}du\), so

\[
\langle h\rangle=\frac{b^{-1/3}}{3}\int_0^\infty u^{-2/3}e^{-u}\,du
=\frac{\Gamma(1/3)}{3}\,b^{-1/3}=\Gamma(4/3)\,b^{-1/3}.
\]

Inserting \(b\),

\[
\boxed{\;\langle h\rangle=\Gamma(4/3)\left(\frac{3}{4\pi N}\right)^{1/3}
=0.89298\times0.62035\,N^{-1/3}=0.554\,N^{-1/3}\;}
\]

This is also the mean distance from an arbitrary point to the nearest crystallite in an unbounded medium of the same density, because that distance has the same distribution.

**Temperature.** The result contains neither \(v\) nor \(T\). Three conditions stand behind this: \(N\) is fixed before the anneal, the two speeds are equal at every instant, and \(s\) ends up at least as large as about \(N^{-1/3}\), where the mean is already within 0.2 % of its final value.

**Spread.** In the same way \(h^2=\int_0^\infty 2z\,\Theta(h-z)\,dz\), which gives

\[
\langle h^2\rangle=\frac{2}{3}b^{-2/3}\int_0^\infty u^{-1/3}e^{-u}du=\tfrac23\Gamma(2/3)\,b^{-2/3}=\Gamma(5/3)\,b^{-2/3}.
\]

The median follows from \(e^{-bz^3}=\tfrac12\) and is \((\ln2/b)^{1/3}\).

## Numbers

For \(N=10^{15}\ \mathrm{cm^{-3}}\) the spacing is \(N^{-1/3}=10^{-5}\ \mathrm{cm}=100\) nm, and

\[
\langle h\rangle=0.554\times100\ \mathrm{nm}=55.4\ \mathrm{nm}\quad(5.54\times10^{-6}\ \mathrm{cm}).
\]

The median is 54.9 nm and the standard deviation is 20.1 nm, so the height of the boundary between epitaxial and misoriented material varies by more than a third of the mean thickness. The epitaxial fraction of the area is 0.937 at a height of 25 nm, 0.592 at 50 nm, 0.171 at 75 nm and 0.015 at 100 nm.

For the pace of growth take \(v=v_0e^{-E/k_BT}\) with \(E=2.7\) eV and \(v_0=4.6\times10^{15}\) nm/s, rough values for silicon. This gives 0.135 nm/s at 823 K and 8.32 nm/s at 923 K. Growing 55.4 nm takes 412 s at the lower temperature and 6.7 s at the higher one.

The competition can also be followed directly in time. In a simulation, crystallites were placed at random at the above density in a cell 6000 nm wide in both lateral directions, repeated periodically, and 450 nm high. In each time step the front and the crystallite radii were advanced, and each of 8000 vertical columns was stopped when a crystallite covered its tip. The crystallites were kept as full spheres, which is allowed because the path to the point of first contact is never blocked. With the same crystallites and columns, the mean height was 55.3 nm at 823 K, 55.3 nm at 923 K, and 55.3 nm on a ramp of 1 K/s starting from 823 K. The difference of 0.1 nm from the formula is smaller than the statistical error. For 8000 independent columns this would be \(20.1/\sqrt{8000}\approx0.2\) nm, and it is somewhat larger here because neighbouring columns share crystallites.

**An interrupted anneal.** If the anneal stops at time \(t\), a column has height \(\min(h,s)\), and its mean is \(\int_0^{s(t)}e^{-bz^3}dz\). After 400 s at 823 K the front has covered about 54 nm where it was free, and numerical integration gives a mean of 46.4 nm. After 400 s at 923 K the competition is long over and the mean is 55.4 nm. Two anneals of equal duration can therefore differ in thickness although their final states would not.

## When the assumptions are relaxed

**Crystallites of finite size.** Let each crystallite start with radius \(a\), its centre still in \(z>0\). Its radius is then \(s+a\), and the region that must contain no centres is a ball of radius \(z+a\) centred at height \(z\), without the cap of height \(a\) below the interface. The cap volume is of order \(a^2\). To first order in \(a\) the empty volume grows by \(4\pi z^2a\), and

\[
\delta\langle h\rangle=-a\int_0^\infty 4\pi Nz^2\,e^{-bz^3}dz=-a ,
\]

because \(4\pi Nz^2\) is the derivative of \(bz^3\). The mean thickness drops by the initial radius. For \(a=1.5\) nm this predicts 53.9 nm, and numerical integration with the full volume also gives 53.9 nm.

**Finite layer.** In a layer of depth \(d\) the ball reaches beyond the surface when \(z>d/2\). For \(d=200\) nm this concerns heights above 100 nm, which 1.5 % of the columns reach. Integration with the clipped ball changes the mean by less than 0.1 nm.

**Thermal nucleation.** Let new grains of random orientation nucleate in the amorphous material at a constant rate \(I\) per volume and time, at fixed temperature. A nucleus born at time \(\tau\) reaches a point at height \(z\) before the front does if it lies within \(v(t-\tau)\) of that point, where \(t=z/v\). Sites inside this ball are higher than \(v\tau\), so the front has not yet passed them. Nuclei counted inside existing grains do no harm, since by the triangle inequality the older grain reaches the point first. The mean number of dangerous nuclei is

\[
I\int_0^{t}\frac{4\pi}{3}v^3(t-\tau)^3d\tau=\frac{\pi}{3}Iv^3t^4=\frac{\pi I z^4}{3v},
\]

and therefore

\[
P(h>z)=\exp\!\left(-\frac{4\pi N}{3}z^3-\frac{\pi I}{3v}z^4\right).
\]

Temperature now enters through \(I/v\). Solving numerically for the rate that lowers the mean by 1 % gives \(2.7\times10^{11}\ \mathrm{cm^{-3}s^{-1}}\) at 823 K and \(1.6\times10^{13}\ \mathrm{cm^{-3}s^{-1}}\) at 923 K. The second is larger because the faster front leaves less time for nucleation. A trial rate of \(10^{9}\ \mathrm{cm^{-3}s^{-1}}\), held the same at both temperatures, lowers the mean by less than 0.01 % in either case. A real rate is not constant in temperature. Reported activation energies for nucleation in amorphous silicon are near 5 eV, above that of growth. With 5.3 eV the rate rises about 3300-fold from 823 K to 923 K while \(v\) rises 62-fold, so \(I/v\) grows about 50-fold and nucleation matters more at the higher temperature.

**Slower crystallites.** Let the crystallites grow at speed \(rv\) with \(r<1\). When the front is at height \(y\), a crystallite has radius \(ry\). The column above O reaches \(z\) without contact if, for every \(y\) between 0 and \(z\), the ball of radius \(ry\) centred at height \(y\) is empty. The condition is also necessary, because the first crystallite due at the tip really gets there. On its straight path, a point at distance \(\delta\) from the tip is due to be reached a time \(\delta/(rv)\) before the tip. The front can reach that point at most \(\delta/v\) before it reaches the tip, which is too late to block the path. Another crystallite can reach it at most \(\delta/(rv)\) before its own, later arrival at the tip, which is also too late. These balls all touch a cone with its apex at O and half-angle \(\alpha\), where \(\sin\alpha=r\). The last ball touches the cone in a circle at height \(z\cos^2\alpha=(1-r^2)z\), with radius \(z\sin\alpha\cos\alpha=r\sqrt{1-r^2}\,z\). The cone below this circle has volume

\[
V_1=\frac{\pi}{3}r^2(1-r^2)^2z^3 .
\]

The circle lies \(r^2z\) below the centre of the last ball. The part of the ball above it has volume

\[
V_2=\int_{-r^2z}^{rz}\pi(r^2z^2-w^2)\,dw=\frac{\pi}{3}\left(2r^3+3r^4-r^6\right)z^3 .
\]

In the sum the terms in \(r^6\) cancel:

\[
V_1+V_2=\frac{\pi}{3}\left(r^2+2r^3+r^4\right)z^3=\frac{\pi}{3}r^2(1+r)^2z^3 .
\]

The same integral as before gives the mean height of first contact in a deep layer,

\[
\langle h_{\rm c}\rangle=\Gamma(4/3)\left[\frac{3}{\pi r^2(1+r)^2N}\right]^{1/3},
\]

which returns to the earlier result at \(r=1\). For \(r<1\) it is a lower bound on the amount of epitaxial material per area, because the faster front can close in behind a slow grain and add material above it.

For \(r=0.5\) the formula gives 106.5 nm, nearly twice the equal-speed value, and the time-stepped simulation gives 106.7 nm. Suppose that \(r=0.5\) at 823 K and that the crystallites have an activation energy 0.1 eV above that of the front. Then \(r=0.583\) at 923 K, and the contact height falls to 92.8 nm (92.9 nm in the simulation). The independence of temperature is lost. A ratio \(r\) that is constant in temperature would change the coefficient but keep the independence.

## Comparison with real layers

The growth speeds and temperatures above are roughly those of furnace regrowth of amorphized silicon. The density \(N\) is a chosen value. It counts misoriented crystallites, and this limits where the model applies. A remnant of the original single crystal normally keeps its orientation, so it merges with the front instead of stopping it, and a layer with many such remnants ends up with more material of the substrate's orientation than the formula gives. The model describes only a layer whose crystallites have lost that orientation. An earlier heating that nucleates grains would also move the front, so it does not by itself prepare the starting state assumed here. If there are very few misoriented crystallites, the formula may predict a thickness greater than the layer depth \(d\). Most of the area then regrows to the surface, but not all of it. For a point on the surface the region that must be empty is a half ball of radius \(d\), so the epitaxial fraction there is \(e^{-2\pi Nd^3/3}\). This is about 70 % when the formula gives exactly \(d\), and it approaches 100 % only as \(Nd^3\) becomes small. The dependence on \(N\) is weak: doubling it gives 44.0 nm and halving it gives 69.8 nm. Silicon also breaks the assumption of a single isotropic speed, since its regrowth is much faster on (100) than on (111) faces. A randomly oriented grain facing a (100) front should therefore be slower on average, and the effect on the thickness can be large. The chosen ratio \(r=0.5\) nearly doubles the first-contact height, but reported regrowth speeds on (110) and (111) faces are only about 0.3 and 0.04 of the (100) speed. For \(r=0.3\), 0.1 and 0.04 the formula gives 165, 383 and 732 nm, which is 3 to 13 times the equal-speed value. These figures still treat the grains as spheres in a deep layer, and they can exceed the depth of an implanted layer. Survivors are also unlikely to be spread evenly, because implantation damage varies with depth. The value of 55.4 nm is thus an estimate of scale for a layer with misoriented crystallites at the chosen density, and its independence of temperature requires that the front and the crystallites start together, that their speed ratio does not change with temperature, that dissolution and thermal nucleation are negligible, and that the anneal lasts until the competition is over.
